# Fine-structure doublets of heavy hadronic atoms and the hadron's magnetic moment, part 1

(Sections cited here and not found follow in the second part.)

## I. The level splitting with a moving nucleus

Suppose that an antiproton circles a spinless nucleus with charge number $Z=20$ and a mass of 40 atomic mass units. In the X-ray transition between circular orbits with principal quantum numbers 8 and 7, two strong lines are found 32.0 eV apart, the stronger one at the lower energy. If the nucleus is treated as fixed, this spacing gives an antiproton moment of $-2.68$ nuclear magnetons. If the reduced mass is put into the orbit, but the spin interaction is left as it was for a fixed nucleus, the answer becomes $-2.84$. A consistent treatment of the two moving bodies gives $-2.78$ at the same order. The two shortcuts err in opposite directions, by more than an uncertainty of 0.3 eV in the spacing would allow. The mass of the nucleus must therefore enter the spin interaction as well as the orbit.

### Conventions and order of the calculation

The hadron has spin 1/2, mass $m$ and charge $q=-e$. The nucleus has spin 0, mass $M$ and charge $Ze$. Units are $\hbar=c=1$ and $e^2=4\pi\alpha$, with $\alpha$ the fine-structure constant. The magnetic moment operator is

$$
\boldsymbol\mu=g\,\frac{q}{2m}\,\mathbf s ,
\tag{1}
$$

where $\mathbf s$ is the spin in the hadron's rest frame. The factor $g$ is defined with the hadron's own mass. A structureless Dirac particle has $g=2$ at lowest order. For a hadron, $g$ is a free parameter that contains its internal structure.

We work in the centre-of-mass frame. Let $\mathbf r$ point from the nucleus to the hadron, and let $\mathbf p$ be the hadron's momentum, so that the nucleus has momentum $-\mathbf p$. The leading Hamiltonian and the reduced mass are

$$
H_0=\frac{\mathbf p^2}{2m_r}-\frac{Z\alpha}{r},
\qquad
\frac1{m_r}=\frac1m+\frac1M .
\tag{2}
$$

The velocities are

$$
\mathbf v=\frac{\mathbf p}{m},\qquad
\mathbf V=-\frac{\mathbf p}{M},\qquad
\mathbf v-\mathbf V=\frac{\mathbf p}{m_r}.
\tag{3}
$$

The relative speed is of order $Z\alpha/n$ in a state with principal quantum number $n$. We seek the leading spin-dependent energy, which is of order $(Z\alpha)^4$, and keep the ratio $m/M$ without expansion.

### The torque on the moment

Let $\mathbf E$ and $\mathbf B$ be the fields of the nucleus at the hadron, in the centre-of-mass frame. To first order in velocity, a Lorentz transformation to the hadron's rest frame gives

$$
\mathbf B'=\mathbf B-\mathbf v\times\mathbf E .
\tag{4}
$$

The nucleus has no magnetic moment, so in its own rest frame its field is electric. Transforming that field to the centre-of-mass frame, where the nucleus moves with velocity $\mathbf V$, gives

$$
\mathbf B=\mathbf V\times\mathbf E .
\tag{5}
$$

Retardation and the acceleration of the nucleus change these fields at higher order in the velocities, because light crosses the orbit in a time short compared with the orbital period. Substitution of (5) into (4), followed by (3), gives

$$
\mathbf B'
=-(\mathbf v-\mathbf V)\times\mathbf E
=-\frac{\mathbf p}{m_r}\times\mathbf E .
\tag{6}
$$

The moment thus responds to the relative velocity. This is what one expects: the magnetic field in the hadron's rest frame comes from the nucleus moving past it.

The energy $-\boldsymbol\mu\cdot\mathbf B'$ is therefore

$$
H_{\rm mag}
=-\frac{gq}{2m}\,\mathbf s\cdot\mathbf B'
=\frac{gq}{2m\,m_r}\,\mathbf s\cdot(\mathbf p\times\mathbf E).
\tag{7}
$$

### The Thomas precession

The rest frame of an accelerated particle is a succession of different inertial frames. Even without a torque, the spin direction referred to these frames turns. This effect can be found from the spin four-vector $S^\mu$, whose components in the rest frame are $(0,\mathbf s)$. With four-velocity $u^\mu$ and metric signature $(+,-,-,-)$, it satisfies $S\cdot u=0$.

If there is no torque, the change of $S^\mu$ has no spatial part in the instantaneous rest frame. It must then be parallel to $u^\mu$. Differentiating $S\cdot u=0$ fixes its size:

$$
\frac{dS^\mu}{d\tau}
=-u^\mu\left(S\cdot\frac{du}{d\tau}\right).
\tag{8}
$$

Here $\tau$ is proper time. Contracting (8) with $u_\mu$, and using $u\cdot u=1$, indeed reproduces the derivative of the constraint.

To second order in $\mathbf v$, the boost from the rest frame gives

$$
\mathbf S=\mathbf s+\tfrac12\mathbf v(\mathbf v\cdot\mathbf s).
\tag{9}
$$

Write $\mathbf a=d\mathbf v/dt$. At leading order the scalar product in (8) is $-\mathbf s\cdot\mathbf a$, so its spatial part becomes

$$
\frac{d\mathbf S}{dt}=\mathbf v(\mathbf s\cdot\mathbf a).
\tag{10}
$$

Differentiation of (9) gives another expression for the same quantity:

$$
\frac{d\mathbf S}{dt}
=\frac{d\mathbf s}{dt}
+\tfrac12\mathbf a(\mathbf v\cdot\mathbf s)
+\tfrac12\mathbf v(\mathbf a\cdot\mathbf s).
\tag{11}
$$

Terms containing $\mathbf v(\mathbf v\cdot d\mathbf s/dt)$ are of higher order and have been dropped. Equating (10) and (11) yields

$$
\begin{aligned}
\frac{d\mathbf s}{dt}
&=\tfrac12\left[\mathbf v(\mathbf a\cdot\mathbf s)
-\mathbf a(\mathbf v\cdot\mathbf s)\right]\\
&=\tfrac12\,\mathbf s\times(\mathbf v\times\mathbf a)
=\tfrac12(\mathbf a\times\mathbf v)\times\mathbf s .
\end{aligned}
\tag{12}
$$

The Thomas angular velocity is consequently $\boldsymbol\omega_T=\frac12\mathbf a\times\mathbf v$. A torque in the rest frame adds to this motion at the order considered.

A Hamiltonian $\boldsymbol\Omega\cdot\mathbf s$ produces the equation $d\mathbf s/dt=\boldsymbol\Omega\times\mathbf s$. This follows from $d\mathbf s/dt=i[H,\mathbf s]$ and $[s_i,s_j]=i\epsilon_{ijk}s_k$. The Thomas motion therefore contributes $\boldsymbol\omega_T\cdot\mathbf s$ to the energy. At leading order $\mathbf a=q\mathbf E/m$, and hence

$$
\begin{aligned}
H_T
&=\tfrac12\,\mathbf s\cdot(\mathbf a\times\mathbf v)\\
&=\frac{q}{2m^2}\,\mathbf s\cdot(\mathbf E\times\mathbf p)
=-\frac{q}{2m^2}\,\mathbf s\cdot(\mathbf p\times\mathbf E).
\end{aligned}
\tag{13}
$$

The hadron's own velocity and acceleration appear here. The velocity of the nucleus does not, because the Thomas precession follows from the hadron's path through inertial frames. This is the difference between (7) and (13) that a mere replacement of $m$ by $m_r$ fails to respect.

### The two-body spin-orbit interaction

Adding (7) and (13) gives

$$
H_s=\frac{q}{2m}
\left(\frac{g}{m_r}-\frac1m\right)
\mathbf s\cdot(\mathbf p\times\mathbf E).
\tag{14}
$$

The charge signs enter through the attractive force,

$$
q\mathbf E=-Z\alpha\,\frac{\mathbf r}{r^3}.
\tag{15}
$$

With $\mathbf L=\mathbf r\times\mathbf p$, we have $\mathbf p\times\mathbf r=-\mathbf L$. The cross product contains products of different Cartesian components, which commute, so there is no ambiguity in the order of $\mathbf r$ and $\mathbf p$. A function of $r$ also commutes with $\mathbf L$. Thus

$$
\mathbf p\times(q\mathbf E)
=-\frac{Z\alpha}{r^3}\,\mathbf p\times\mathbf r
=\frac{Z\alpha}{r^3}\,\mathbf L .
\tag{16}
$$

Finally, taking $1/m_r$ outside the bracket in (14) leads to

$$
H_s=\frac{Z\alpha}{2m\,m_r\,r^3}
\left(g-\frac{m_r}{m}\right)\mathbf L\cdot\mathbf s .
\tag{17}
$$

This is a single interaction energy of the pair. The force that the hadron's moving moment exerts on the nucleus follows from the same term, so no second copy is to be added for the nucleus.

The bracket in (17) has a direct meaning. The first term is the magnetic torque, measured by the relative velocity. The ratio $m_r/m=M/(m+M)$ is the share of the relative velocity carried by the hadron, and it measures the Thomas term. When $M\to\infty$, this share is one and the bracket becomes $g-1$. When $M\ll m$, the hadron hardly moves, the Thomas term drops out and the bracket tends to $g$. At $g=m_r/m$ the two precessions cancel, and the splitting vanishes at this order.

One may ask whether a spin-dependent change of the position variable could alter the result. Such a change is made by a small unitary transformation with generator $T$. It adds $i[T,H_0]$ to the Hamiltonian. The expectation value of this commutator vanishes in an eigenstate of $H_0$, so the energy at the present order stays the same.

### Which other terms could separate the levels?

The relativistic correction to the kinetic energy and the interaction between the two orbital currents do not contain $\mathbf s$. They shift the two values of the total angular momentum $j$ equally at this order. Contact terms vanish for the orbits considered here, which have orbital quantum number $l>0$. A spin-1/2 hadron has no quadrupole operator, and a spin-0 nucleus supplies no hyperfine interaction. Equation (17) therefore gives the leading fine-structure splitting, provided that strong forces and other particles are negligible.

The operator (17) conserves $l$, $j$ and parity. Levels with different $l$ but the same $n$ are degenerate under $H_0$, but they are not mixed by $H_s$. First-order perturbation theory can therefore be applied to each pair $j=l\pm\frac12$ separately.

### Average over a circular orbit

A circular quantum orbit has $l=n-1$. Its reduced radial function, up to normalization, is

$$
u(r)=r^n e^{-\lambda r},
\qquad
\lambda=\frac{m_rZ\alpha}{n}.
\tag{18}
$$

To verify this, differentiate twice:

$$
u''=\left[\frac{n(n-1)}{r^2}-\frac{2n\lambda}{r}
+\lambda^2\right]u .
\tag{19}
$$

In the radial equation, the first term cancels the centrifugal energy because $l(l+1)=n(n-1)$. The second cancels the Coulomb energy because $n\lambda=m_rZ\alpha$. The last gives the Bohr energy $-\lambda^2/(2m_r)$.

The required average follows from $\int_0^\infty r^k e^{-2\lambda r}dr=k!/(2\lambda)^{k+1}$:

$$
\begin{aligned}
\left\langle\frac1{r^3}\right\rangle
&=\frac{(2n-3)!/(2\lambda)^{2n-2}}
{(2n)!/(2\lambda)^{2n+1}}\\
&=\frac{8\lambda^3}{2n(2n-1)(2n-2)}
=\frac{(m_rZ\alpha)^3}{n^4(n-1)(n-\frac12)} .
\end{aligned}
\tag{20}
$$

The angular factor follows by squaring $\mathbf J=\mathbf L+\mathbf s$:

$$
\mathbf L\cdot\mathbf s
=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].
\tag{21}
$$

It equals $l/2$ for $j=l+\frac12$ and $-(l+1)/2$ for $j=l-\frac12$. The difference is $l+\frac12=n-\frac12$, which cancels the same factor in (20). Define the splitting as the energy of the higher-$j$ level minus that of the lower-$j$ level. Equations (17), (20) and (21) then give

$$
\begin{aligned}
\delta(n)
&=E_{n,\,j=l+1/2}-E_{n,\,j=l-1/2}\\
&=\frac{(Z\alpha)^4m_r^2}{2m\,n^4(n-1)}
\left(g-\frac{m_r}{m}\right),\qquad n\ge2 .
\end{aligned}
\tag{22}
$$

For a fixed nucleus and $g=2$, this becomes $(Z\alpha)^4m/[2n^4(n-1)]$. The Dirac energy contains the $j$-dependent term $-(Z\alpha)^4m/[2n^3(j+\frac12)]$ at the same order. Its difference between $j+\frac12=n$ and $n-1$ is

$$
\frac{(Z\alpha)^4m}{2n^3}
\left(\frac1{n-1}-\frac1n\right)
=\frac{(Z\alpha)^4m}{2n^4(n-1)},
\tag{23}
$$

which agrees with (22).

### Size of the splitting

For the antiproton we take the proton's mass, 938.272 MeV, and the opposite of its moment, so $g=5.58569$. With $Z=20$ and $M=37259.76$ MeV, $Z\alpha=0.145947$, $m_r=915.225$ MeV and $m_r/m=0.975437$. The common energy in (22) is

$$
\begin{aligned}
&\frac{(0.145947)^4(915.225\ {\rm MeV})^2}
{2(938.272\ {\rm MeV})}\\
&\qquad\times(5.58569-0.97544)
\simeq9.337\times10^5\ {\rm eV}.
\end{aligned}
\tag{24}
$$

For $n=7$, division by $7^4\times6=14406$ gives $\delta(7)=64.81$ eV. For $n=8$, division by $8^4\times7=28672$ gives $\delta(8)=32.57$ eV. Both splittings are positive, so the level with the larger $j$ is the higher one in each pair.

## II. The X-ray doublet and its inversion

The hadron has mass $m$, charge $-e$ and gyromagnetic factor $g$; the spinless nucleus has mass $M$ and charge $Ze$. Their reduced mass is $m_r$. In a circular orbit $l=n-1$, the energy of the $j=l+\frac12$ level minus that of the $j=l-\frac12$ level is $\delta(n)$, given by (22). The interaction behind it is (17). The spacing of the two strong X-ray lines is not $\delta(n)$ itself, because both the upper and the lower level of the transition are split.

The leading splitting $\delta(n)$ of a circular orbit is now known, with the mass of the nucleus included in both the orbit and the spin interaction. It remains to find the spacing and order of the X-ray lines from the splittings of both levels, to infer the hadron's moment from them, and to test how far the leading formula can be trusted.
